# Does a quantum well with unequal barriers always bind an electron?

**The argument under review**

The manuscript considers one electron in a thin layer with a higher barrier on its left and a lower one on its right:

$$V(x)=\begin{cases}V_1, & x<0\\ 0, & 0<x<L\\ V_2, & x>L\end{cases}\qquad V_1\ge V_2>0 .$$

The effective mass $m$ is the same everywhere and both barriers are infinitely thick. The example has $m=0.067$ electron masses, $V_2=0.08$ eV, $V_1=0.24$ eV and $L=20$ Å. The manuscript claims a bound state, for two reasons:

1. Every attractive well in one dimension binds, however narrow or shallow, as a broad trial function shows.
2. The same layer between two barriers of 0.08 eV has a bound state, and raising one barrier to 0.24 eV can only confine the electron better.

The first reason uses a theorem outside its conditions, and the second overlooks what a bound state is measured against. I take them in turn and then solve the problem. The algebra is in atomic units, so $\hbar=1$ and the kinetic energy is $-\tfrac{1}{2m}\,d^2/dx^2$.

**What the trial function proves**

A bound state is a normalizable solution. To the right of the well, an electron with $E>V_2$ has an oscillating wave of constant amplitude, which cannot be normalized. At $E=V_2$ the wave there is a straight line, $a+bx$, which cannot be normalized either unless it vanishes. A bound state therefore needs $E<V_2$: the lower barrier sets the edge of the continuum. Also $E>0$, because the kinetic energy is positive and $V$ is nowhere negative.

If some normalized trial function has $\langle H\rangle<V_2$, the spectrum must reach below $V_2$, where there is no continuum, so a bound state exists. Take

$$\psi(x)=\sqrt{\lambda}\,e^{-\lambda|x-L/2|}.$$

Since $|\psi'|^2=\lambda^2|\psi|^2$, its kinetic energy is $\tfrac{1}{2m}\int|\psi'|^2dx=\lambda^2/2m$. The probability of being to the right of the well is

$$\lambda\int_{L/2}^{\infty}e^{-2\lambda s}\,ds=\tfrac12 e^{-\lambda L},$$

and by symmetry it is the same on the left. Hence

$$\langle H\rangle-V_2=\frac{\lambda^2}{2m}+\frac{V_1+V_2}{2}\,e^{-\lambda L}-V_2 .$$

For equal barriers this is $\lambda^2/2m-V_2(1-e^{-\lambda L})$. At small $\lambda$ the gain $V_2\lambda L$ is linear and the cost $\lambda^2/2m$ is quadratic, so the sum is negative. A square well between equal barriers does bind at any width.

For unequal barriers, however, the limit $\lambda\to0$ is $(V_1-V_2)/2>0$. A broad function now has half its weight in the higher barrier, and that cost does not shrink as the function spreads. For $L=20$ Å, choose $\lambda=mV_2L=0.01407$ Å$^{-1}$, which minimizes the small-$\lambda$ form above. With equal barriers of 0.08 eV the trial energy lies 0.0084 eV below the edge. With the left barrier at 0.24 eV it lies 0.052 eV above.

This failure does not show that binding is absent, since a better function might succeed. At $L=40$ Å, the lowest trial energy found in a scan over $\lambda$ is still 0.014 eV above the edge, although a bound state exists there, as shown below. The question has to be settled by the wave equation itself.

**The matching condition**

For $0<E<V_2$ define

$$k=\sqrt{2mE},\qquad \kappa_1=\sqrt{2m(V_1-E)},\qquad \kappa_2=\sqrt{2m(V_2-E)} .$$

A normalizable wave is proportional to $e^{\kappa_1x}$ on the left and to $e^{-\kappa_2x}$ on the right. In the well, any real solution can be written, up to a factor, as $\cos(kx-\theta_1)$. Because the mass is uniform, $\psi$ and $\psi'$ are continuous, and so is $\psi'/\psi$. At $x=0$,

$$\kappa_1=k\tan\theta_1\quad\Rightarrow\quad\theta_1=\arctan\frac{\kappa_1}{k},\qquad 0<\theta_1<\frac{\pi}{2}.$$

At $x=L$,

$$-k\tan(kL-\theta_1)=-\kappa_2\quad\Rightarrow\quad kL-\theta_1=\arctan\frac{\kappa_2}{k}+n\pi .$$

The left side of the last equation exceeds $-\pi/2$. For $n\le-1$ the right side is below $-\pi/2$, so the possible values are $n=0,1,2,\dots$ Collect the terms in

$$F(E)=kL-\arctan\frac{\kappa_1}{k}-\arctan\frac{\kappa_2}{k}=n\pi .$$

As $E$ rises, $k$ grows while $\kappa_1/k$ and $\kappa_2/k$ fall, so $F$ increases strictly. It starts from $-\pi$ as $E\to0$. As $E\to V_2$ we have $\kappa_2\to0$ and $k\to k_2=\sqrt{2mV_2}$, so that

$$F\to k_2L-\theta,\qquad \tan\theta=\sqrt{\frac{V_1-V_2}{V_2}} .$$

From $\cos\theta=1/\sqrt{1+\tan^2\theta}$ it follows that $\cos\theta=\sqrt{V_2/V_1}$. The value $F=0$ is reached below $V_2$ if and only if $k_2L>\theta$. A bound state therefore exists if and only if

$$\boxed{L>L_c=\frac{1}{k_2}\arccos\sqrt{\frac{V_2}{V_1}}}$$

At $L=L_c$ the solution sits at $E=V_2$; its wave is constant throughout the right barrier and is not a bound state. The same counting places the appearance of state number $n+1$ at $L=(\theta+n\pi)/k_2$.

For the manuscript's numbers, $\hbar^2/2m_e=3.810$ eV Å$^2$ gives

$$k_2=\sqrt{\frac{0.067\times0.08}{3.810}}=0.03751\ \text{Å}^{-1},\qquad \theta=\arccos\sqrt{\tfrac13}=0.9553,$$

$$L_c=\frac{0.9553}{0.03751}=25.5\ \text{Å}=2.55\ \text{nm}.$$

The 20 Å layer has no bound state. A second one would need more than $(0.9553+\pi)/0.03751=109$ Å.

**Why a width is needed**

The wave grows from left to right inside the higher barrier, so it enters the well with an upward slope. To join a decaying wave on the right it must leave with a downward slope. The well must therefore contain the crest of the cosine, at $x=\theta_1/k$. Raising $E$ moves the crest to the left, because $\theta_1$ falls and $k$ grows. But $E$ may not reach $V_2$, where the crest stands at $\theta/k_2=L_c$. A narrower well ends before the crest at every allowed energy.

With equal barriers, $\kappa_1$ vanishes together with $\kappa_2$ at the edge. The entry slope can then be made as small as we like, and any width suffices.

**Why a higher wall can remove the state**

The manuscript's second reason is correct in its premise. Solving the matching condition numerically for $L=20$ Å and two barriers of 0.08 eV gives a state 0.0095 eV below the edge. Raising $V_1$ alone raises the energy of this state, while the continuum edge stays at $V_2$. The level can be pushed out.

To find where this happens, hold $L$ and $V_2$ fixed with $k_2L<\pi/2$. The cosine decreases on this interval, so the condition $k_2L>\arccos\sqrt{V_2/V_1}$ is the same as $\cos(k_2L)<\sqrt{V_2/V_1}$, or

$$V_1<\frac{V_2}{\cos^2(k_2L)} .$$

For $L=20$ Å, $k_2L=0.750$ and the limit is 0.1495 eV. The proposed 0.24 eV is well beyond it.

The critical width for fixed $V_2=0.08$ eV and $m=0.067$ shows both limits:

| $V_1$ (eV) | $L_c$ (Å) |
|---|---|
| 0.08 | 0 |
| 0.10 | 12.4 |
| 0.12 | 16.4 |
| 0.24 | 25.5 |
| 0.48 | 30.7 |
| 2.00 | 36.5 |
| infinite | 41.9 |

Near equality, $\theta\approx\sqrt{(V_1-V_2)/V_2}$. This square root is why a modest difference of 0.02 eV already demands 12 Å. At the other end $\theta\to\pi/2$, and $L_c$ saturates at $\pi/(2k_2)$. In this model a well wider than 41.9 Å keeps a bound state whatever the height of the left wall.

**How strongly a state is bound just above the critical width**

Existence alone does not make a state useful, so the manuscript should also give the binding energy $B=V_2-E=\kappa_2^2/2m$. Let $V_1>V_2$ be fixed and $\kappa_2$ small. From $k^2+\kappa_2^2=k_2^2$,

$$k\approx k_2-\frac{\kappa_2^2}{2k_2}.$$

The angle $\theta_1=\arccos(k/\sqrt{2mV_1})$ has derivative $d\theta_1/dk=-1/\kappa_1$, so

$$\theta_1\approx\theta+\frac{\kappa_2^2}{2k_2\kappa_1},$$

with $\kappa_1$ taken at threshold. To second order, $\arctan(\kappa_2/k)\approx\kappa_2/k_2$. Put these into $kL=\theta_1+\arctan(\kappa_2/k)$, subtract $\theta=k_2L_c$, and multiply by $k_2$:

$$k_2^2(L-L_c)\approx\kappa_2\left[1+\frac{\kappa_2}{2}\left(L+\frac1{\kappa_1}\right)\right].$$

If the second term in the bracket is small, $\kappa_2\approx k_2^2(L-L_c)$. Using $k_2^2/2m=V_2$,

$$B\approx\frac{k_2^4(L-L_c)^2}{2m}=V_2\,k_2^2\,(L-L_c)^2 .$$

One angstrom above $L_c$ this gives 0.000113 eV, against 0.000106 eV from the full matching condition. At $L=40$ Å it gives 0.024 eV against 0.011 eV, too large by a factor of about two, because the second term is no longer small.

The law also fails as $V_1\to V_2$, where $1/\kappa_1$ at threshold diverges. For equal barriers $\kappa_1=\kappa_2=\kappa$, and the ground state obeys $kL=2\arctan(\kappa/k)$. In a narrow well this gives $\kappa\approx k_2^2L/2$ and $B\approx V_2(k_2L)^2/4$. The factor of one quarter appears because the wave now has a small slope at both edges, and the two share the turning $k_2L$.

**A layer that does bind**

For $L=40$ Å, with the same barriers as in the manuscript, the numerical root is $E=0.0687$ eV, so $B=0.0113$ eV. The crest lies at 28.9 Å, inside the well. The wave amplitude decays over $1/\kappa_1=18$ Å on the left and $1/\kappa_2=71$ Å on the right. Integrating $|\psi|^2$ gives 4% of the probability in the higher barrier, 49% in the well and 47% in the lower barrier. The state is bound, but the electron is in the layer only about half the time.

**The real layers**

The parameters are rough typical values for GaAs between Al$_{0.3}$Ga$_{0.7}$As and Al$_{0.1}$Ga$_{0.9}$As. The derivation assumed equal masses, which these layers do not have. With masses $m_1$ in the left barrier and $m_w$ in the well, the usual matching keeps $\psi$ and $\psi'/m$ continuous, which conserves the current. The condition at $x=0$ becomes $\tan\theta_1=m_w\kappa_1/(m_1k)$. At threshold $\kappa_1=\sqrt{2m_1(V_1-V_2)}$ and $k=\sqrt{2m_wV_2}$, so

$$L_c=\frac{1}{\sqrt{2m_wV_2}}\arctan\sqrt{\frac{m_w(V_1-V_2)}{m_1V_2}} .$$

The mass in the right barrier drops out, because the slope there is zero at threshold. With $m_1=0.092$ and $m_w=0.067$, $L_c$ falls from 25.5 to 23.4 Å. Nonparabolicity can be estimated by scaling each mass by $1+\varepsilon/E_g$, where $\varepsilon$ is the energy measured from the local band edge. Rough gaps $E_g$ of 1.42 eV in the well and 1.80 eV in the left barrier then give 23.7 Å, when the scaled masses are also used in the matching. Matching with the band-edge masses or with the velocity masses $m(1+2\varepsilon/E_g)$ instead gives about 22 or 26 Å, so this estimate is uncertain by about 2 Å. The 20 Å layer remains unbound in both estimates, but the margin is small compared with the uncertainty of the barrier heights: with $V_1=0.22$ eV and $V_2=0.10$ eV, the same constant masses give $L_c=17.9$ Å, and the layer would bind. For the 40 Å layer, diagonalizing the Hamiltonian on a grid with these constant masses, and 0.075 in the right barrier, raises $B$ from 0.011 to 0.014 eV.

Other effects also bear on whether the 40 Å state is useful. The estimates below use the equal-mass value $B=0.0113$ eV:

- **Width.** One monolayer is about 2.83 Å, so $L_c$ is about nine monolayers, few enough to strain an envelope description. Removing or adding one monolayer changes $B$ from 0.0113 to 0.0083 or 0.0143 eV.
- **Temperature.** At 300 K, $k_BT=0.0259$ eV, more than twice $B$. Thermal escape into the lower barrier cannot be ignored.
- **Field.** A force $F$ that lowers the right barrier away from the well turns the bound state into a leaking one. Neglecting the potential drop across the well, the semiclassical exponent is $2\int_0^{B/F}\sqrt{2m(B-Fx)}\,dx=4\kappa_2B/(3F)$. At 0.01 MV/cm it is 2.1, a tunnelling factor of about 0.12 per attempt. An exponent this small makes the estimate rough, and the neglected drop across the well, 0.004 eV, is about a third of $B$. Solving for the resonance with the field applied everywhere gives a lifetime of about 0.4 ps, so the leak is clearly not negligible.
- **Charge.** At 0 K, with both spins and without the electrons' own potential, a sheet density $mB/\pi=3\times10^{11}$ cm$^{-2}$ fills the subband up to the continuum edge. The neglected potential is not small: at this density the first-order shift of the level relative to the edge is about $-0.009$ eV for a compensating donor sheet 100 Å to the left of the well and $+0.016$ eV for one 60 Å into the lower barrier, so the density is only an order of magnitude. The binding scale of a donor, for a relative permittivity of 12.9, is 0.0055 eV, half of $B$. A nearby positive charge could therefore matter greatly close to $L_c$.

The lower barrier must also be several times thicker than 71 Å before it may be treated as infinite. Under the stated assumptions, $L>L_c$ is the condition for a bound state to exist. It does not ensure that electrons stay in the layer at room temperature. A binding energy $B\gg k_BT$ would favour that, but the 40 Å layer does not have it, and widening the well cannot provide it here, because $B<V_2\approx3.1\,k_BT$. The share of electrons held also depends on the thickness of the lower barrier, since a thicker barrier offers more states outside the well. A field that lowers the right barrier away from the well calls for a larger margin, whereas the opposite field closes that escape route and opens one through the higher barrier, negligible at 0.01 MV/cm (exponent about 125) but not at 0.3 MV/cm (exponent about 4). Filling the subband raises the Fermi level toward the continuum edge, but the charges of the electrons and donors also shift the bound level relative to that edge, up or down depending on where the donors sit.

Numbers in the example were calculated in double precision.
